The coupling-constant integrand and kinetic correlation energy of a GGA, part 2

The task is to find Dε_c for the Perdew-Burke-Ernzerhof (PBE) functional, and from it the kinetic correlation energy T_c. Hartree atomic units are used. For density n, rs is the density parameter, ζ the spin polarization, s = |∇n|/(2k_F n) the reduced gradient, k_F = (3π²n)^(1/3), and D = rs ∂/∂rs at fixed s and ζ.

The norm-preserving scaled wavefunction Ψ_g has density n_g(r) = g³ n(g r). Kinetic energy and repulsion scale as

⟨T⟩ → g²⟨T⟩,   ⟨V⟩ → g⟨V⟩.   (6)

W_λ is the correlation part of the repulsion at coupling λ, and ε_c the correlation energy per electron:

W_λ = d/dλ { λ² E_c[n_(1/λ)] }.   (8)

W_λ = ∫ n λ[2ε_c + Dε_c](λrs, s, ζ) d³r,   E_c = ∫ W_λ dλ,

T_c = ∫ n τ_c d³r,   τ_c = −(ε_c + Dε_c).

Locally, τ_c ≥ 0 suffices for T_c ≥ 0. A straight-line W_λ gives T_c = |E_c|; a convex one gives T_c ≤ |E_c|, but convexity was not derived.

PBE has ε_c = ε_u + H, with ε_u(rs, ζ) for the uniform gas, and uses

t = |∇n|/(2φ k_s n),   k_s = (4k_F/π)^(1/2),

φ = ½[(1 + ζ)^(2/3) + (1 − ζ)^(2/3)].

t² = c²s²/(φ²rs),   c² = (π/4)(9π/4)^(1/3) = 1.507303.   (16)

D t² = −t².   (17)

e = exp[−ε_u/(γφ³)],   A = (β/γ)/(e − 1),   u = A t²,

F = (1 + u)/(1 + u + u²),   Q = (β/γ) t² F,   H = γφ³ ln(1 + Q),   (18)

with γ = 0.0310907 and β = 0.0667246.

In the Perdew-Wang (PW92) form, ε_u combines three functions G_0, G_1, G_2 with ζ-dependent weights (only G_0 at ζ = 0). Each has its own constants P, p, b1 to b4:

G = −2P(1 + p rs)L,   L = ln(1 + 1/q),

q = 2P(b1 rs^½ + b2 rs + b3 rs^(3/2) + b4 rs²).

Dε_u, the same combination of the DG, is already known in closed form.

The program output also checks the exact identities for two singlet electrons on a sphere of radius R.

13. The gradient term

Work through (18) in order. From the exponential, De = −e Dε_u/(γφ³). Then

DA = −(β/γ) De/(e − 1)² = A a,   a = [e/(e − 1)] Dε_u/(γφ³).

With (17), the product u = At² obeys

Du = A a t² − A t² = u(a − 1).

The derivative of F with respect to u is

F′ = [(1 + u + u²) − (1 + u)(1 + 2u)]/(1 + u + u²)²
= −u(2 + u)/(1 + u + u²)².

Applying D to Q and H,

DQ = (β/γ) t² [−F + F′u(a − 1)],   DH = γφ³ DQ/(1 + Q).   (19)

Together with Dε_u this completes the closed form.

14. A shorter form of the same function

From the definition of A, (β/γ)t² = u(e − 1), so Q = (e − 1)uF. Also

uF = (u + u²)/(1 + u + u²) = 1 − 1/(1 + u + u²).

Therefore 1 + Q = e − (e − 1)/(1 + u + u²). Since ε_u = −γφ³ ln e, adding ε_u to H divides the argument of the logarithm by e:

ε_c = γφ³ ln(1 − z),   z = (1 − 1/e)/(1 + u + u²).   (20)

For ε_u < 0 we have e > 1 and 0 < z < 1, so PBE correlation is negative. At s = 0, u = 0 and ε_c = ε_u. As s grows, z falls and correlation is switched off.

To differentiate (20), note D(1/e) = −De/e² = a(1 − 1/e)/e. Hence

Dz = −z [a/e + u(1 + 2u)(a − 1)/(1 + u + u²)],

Dε_c = γφ³ [z/(1 − z)] [a/e + u(1 + 2u)(a − 1)/(1 + u + u²)].   (21)

15. One point in numbers

Take rs = 2, s = 1, ζ = 0, so φ = 1. The uniform gas gives ε_u = −0.0447595 and Dε_u = 0.0202000 hartree. Then

t² = 1.507303/2 = 0.753652,

e = exp(0.0447595/0.0310907) = 4.21919,

A = (0.0667246/0.0310907)/3.21919 = 0.66667,

u = 0.66667 × 0.753652 = 0.50243,

a = (4.21919/3.21919)(0.0202000/0.0310907) = 0.85154,

F = 1.50243/1.75487 = 0.85615,

Q = 2.14613 × 0.753652 × 0.85615 = 1.38476.

For the derivative, F′ = −0.50243 × 2.50243/1.75487² = −0.40827 and u(a − 1) = −0.07459, so

DQ = 2.14613 × 0.753652 × (−0.85615 + 0.03045) = −1.3355,

H = 0.0310907 ln 2.38476 = 0.02702,

DH = 0.0310907 × (−1.3355)/2.38476 = −0.01741.

Adding the uniform-gas parts gives ε_c = −0.01774 and Dε_c = 0.00279 hartree. The potential and kinetic parts per electron are

2ε_c + Dε_c = −0.03548 + 0.00279 = −0.03269 hartree,

τ_c = 0.01774 − 0.00279 = 0.01495 hartree.

Differentiating a separate implementation of PBE numerically gives the same τ_c to all seven printed decimals, 0.0149499 hartree.

16. High density

Let ζ = 0, fix s > 0 and let rs → 0. In the PW92 form q → 2Pb1 rs^½, which is small, so L → −ln q and

ε_u → 2P ln(2Pb1 rs^½) = P ln rs − ω,   ω = −2P ln(2Pb1) = 0.046643 hartree.

For G_0 the constant P agrees with γ to the digits given. Thus e → exp(ω/γ)/rs grows without limit, A → (β/γ) rs exp(−ω/γ), and the factor rs cancels the 1/rs in t²:

u → χs²,   χ = (β/γ)c² exp(−ω/γ) = 0.721626.

With 1/e → 0, (20) becomes γ ln[(u + u²)/(1 + u + u²)], or

ε_c → −γ ln[1 + 1/(χs² + χ²s⁴)].   (22)

The logarithmic divergence of the uniform gas has been cancelled by H. For s = 1, χ + χ² = 1.24237 and the limit is −0.0310907 ln 1.80491 = −0.018359 hartree; the functional at rs = 10⁻⁸ bohr gives −0.018360 hartree. The corrections to this limit vanish as rs → 0. In L = ln(1 + q) − ln q the two terms of order rs^½, namely 2Pb1 rs^½ from ln(1 + q) and −(b2/b1) rs^½ from −ln q, almost cancel, because b2 = 3.5876 is very close to 2Pb1² = 3.5875. The factor 1 + p rs adds a term of order rs ln rs to ε_u. With P = γ, therefore, Dε_c → 0 and τ_c → |ε_c|. The local integrand then starts as 2λε_c, a straight line, which is the case T_c = |E_c| of Part I.

At intermediate ζ the cancellation is in general not exact. Each G tends to its own P times ln rs, so the coefficient of ln rs in ε_u is the weighted sum of the three constants P, and this need not equal γφ³; the size and sign of the mismatch depend on ζ. For ζ = 0.5 the coefficient of ln rs in ε_u is 1.0162 times γφ³. Then e varies as rs^(−1.0162) and u as rs^0.0162, which tends to zero. Equation (20) gives ε_c ≈ γφ³ ln u, which drifts to minus infinity as 0.0162 γφ³ ln rs. The drift is extremely slow: u falls by a factor 2.7 when rs falls by about 27 powers of ten. Still, at ζ = 0.5 there is strictly no finite high-density limit of the kind (22).

17. Low density

Let ζ = 0 and rs → ∞. Expanding L ≈ 1/q and keeping the two highest powers in q,

x ≡ rs|ε_u| ≈ x0(1 − b rs^(−½)),   x0 = p/b4,   b = b3/b4.

Now |ε_u| is small, so e − 1 ≈ |ε_u|/γ and A ≈ β/|ε_u|. Hence u ≈ k/x with k = βc²s², which tends to a constant, and (20) reduces to ε_c ≈ ε_u/(1 + u + u²), or

rs|ε_c| ≈ x³/(x² + kx + k²).

Because τ_c = d(rs|ε_c|)/drs, the ratio τ_c/|ε_c| is D ln(rs|ε_c|). The logarithmic derivative with respect to x is

3 − (2x² + kx)/(x² + kx + k²) = (1 + 2u + 3u²)/(1 + u + u²),

and D ln x ≈ (b/2) rs^(−½). Therefore

τ_c/|ε_c| ≈ (b/2) rs^(−½) (1 + 2u + 3u²)/(1 + u + u²).   (23)

At s = 1 the program finds 2.098 × 10⁻³ at rs = 10⁶ bohr and 2.100 × 10⁻⁴ at 10⁸ bohr, the expected factor of ten. In the limit rs → ∞ at fixed s and ζ = 0, PBE correlation thus becomes purely a saving of repulsion. The approach is slow, as rs^(−½): for rs up to 100 bohr the scan of the next section never finds the ratio below 0.14.

18. Is τ_c positive, and is it below |ε_c|?

A scan over rs from 0.01 to 100 bohr, s from 0 to 3 and ζ from 0 to 1 in steps of 0.1 gives ratios τ_c/|ε_c| between 0.1419 and 1.1286. The upper value is not the maximum over this range: between the last two ζ steps the ratio is larger, about 1.16 at rs = 0.63 bohr, s = 3, ζ = 0.98. The local condition for T_c ≥ 0 is met at every scanned point. This is evidence on a finite set of points, not a proof.

The upper value exceeds 1, which means that Dε_c is negative there: |ε_c| decreases on compression. Equation (21) shows how this arises. For large u, z is small and the last bracket tends to a/e + 2(a − 1), so

τ_c/|ε_c| = 1 + Dε_c/ε_c → 1 − [a/e + 2(a − 1)] = 3 − a(2 + 1/e).

With the values at rs = 2, ζ = 0, this is 3 − 0.85154 × 2.23701 = 1.095. Compression at fixed s raises t, here by enough to quench correlation faster than ε_u strengthens it. In this large-u regime |ε_c| itself is small, since z is small. Large u is not required, however: the bracket in (21) is negative whenever u(1 + 2u)(1 − a)/(1 + u + u²) exceeds a/e, and where a < 1 and 1/e is small this can happen at moderate u, where |ε_c| is not small. The conditional bound T_c ≤ |E_c| concerns integrals, and a local excess does not by itself violate it.

19. The carbon atom

The example is the triplet carbon atom in an unrestricted PBE calculation with the def2-TZVP basis and integer orbital occupations. Its density has ζ ≠ 0 and a wide range of s. The correlation energy is

E_c = −0.356088 (uniform) + 0.212058 (gradient) = −0.144030 hartree.

The closed form gives the integrand

W_0.25 = −0.079629 hartree,

W_0.50 = −0.149130 hartree,

W_0.75 = −0.211087 hartree,

W_1 = −0.267250 hartree.

Each value is tested against the λ-derivative of λ²E_c[n_(1/λ)], with the density scaled explicitly and the energy taken from the separate implementation. The printed digits agree.

With W_0 = 0, Simpson's rule on these five values recovers the correlation energy:

(0.25/3)[4(−0.079629) + 2(−0.149130) + 4(−0.211087) − 0.267250] = −0.14403 hartree.

The kinetic correlation energy follows from the end point:

T_c = E_c − W_1 = −0.144030 + 0.267250 = 0.123220 hartree = 3.353 eV.

Correlation thus lowers the repulsion by 0.267 hartree and returns 0.123 hartree of it as kinetic energy. The ratio T_c/|E_c| is 0.86. It is below 1, in line with the shape of the curve: the successive drops of W over equal steps in λ are 0.0796, 0.0695, 0.0620 and 0.0562 hartree, so the tabulated points are convex.

The two parts of the functional contribute

T_c = 0.226463 (uniform) − 0.103243 (gradient) = 0.123220 hartree.

The gradient term lowers T_c as well as |E_c|, but in a smaller proportion. For the uniform part alone the ratio is 0.226463/0.356088 = 0.64. The gradient term therefore moves carbon towards the straight-line, weak-coupling case.

These are PBE values for a PBE density in a finite basis. The six decimals belong to def2-TZVP: with def2-QZVP, E_c becomes −0.14376, W_1 becomes −0.26678 and T_c becomes 0.12302 hartree (3.347 eV), shifts of 2 to 5 × 10⁻⁴ hartree, while the ratios 0.86 and 0.64 are unchanged. Their agreement with the numerical derivatives confirms the algebra and says nothing about the error of PBE relative to the true T_c of carbon.

20. What goes wrong if t is held fixed

Because PBE is written in terms of t, one could differentiate with respect to rs at fixed t. By (17) the two derivatives differ:

D at fixed s = D at fixed t − t² ∂/∂t².

Inserting this in T_c gives

T_c = T_c(fixed t) + ∫ n t² ∂H/∂t² d³r.   (24)

The extra term has a definite sign. At fixed rs and ζ, A is constant and u is proportional to t², so

∂Q/∂t² = (β/γ)(F + uF′).

Putting both terms over the common denominator,

F + uF′ = [(1 + u)(1 + u + u²) − u²(2 + u)]/(1 + u + u²)²
= (1 + 2u)/(1 + u + u²)² > 0.

Thus H rises with t², and the fixed-t expression is too small wherever the density has a gradient. For carbon it gives 0.0423 hartree instead of 0.1232 hartree (0.0421 and 0.1230 hartree with def2-QZVP), about one third of the correct PBE value. Holding t fixed while rs changes alters s, so it does not describe the scaled density n_g. It describes instead g³n(g^½ r): the gradient gains a factor g^(7/2), as does k_s n, so t is unchanged while rs becomes rs/g. That density holds g^(3/2) times as many electrons, and the scaling laws (6), which were derived for the norm-preserving Ψ_g, do not apply to it.

The numerical checks behind these results are in the program and its output.

Numbers as computed

```
TWO ELECTRONS ON A SPHERE (exact identities)
radius R = 0.866025 bohr; total energy = 1.000004 hartree
E_c = -0.154697 hartree
T_c from <T> = 0.10396454 hartree
T_c from -d(R E_c)/dR = 0.10396454 hartree
W(0.3): direct -0.11261753, scaling -0.11261753 hartree
W(0.6): direct -0.18966379, scaling -0.18966379 hartree
W(1.0): direct -0.25866145, scaling -0.25866145 hartree
PBE CONSTANTS
gamma = 0.0310907, beta = 0.0667246, c^2 = 1.507303
LOCAL POINT rs = 2 bohr, s = 1, zeta = 0 (D = rs d/drs, fixed s)
t^2 = 0.753652, e = 4.219190, A = 0.666667
u = 0.502434, a = 0.851535, F = 0.856149
Q = 1.384763, DQ = -1.335504
eps_unif = -0.0447595, D eps_unif = 0.0202000 hartree
H = 0.0270209, DH = -0.0174113 hartree
eps_c = -0.0177386, D eps_c = 0.0027887 hartree
w(1) = 2 eps_c + D eps_c = -0.0326885 hartree
tau_c closed form = 0.0149499 hartree
tau_c from libxc differences = 0.0149499 hartree
LIMITS at s = 1, zeta = 0
omega = 0.046643 hartree, chi = 0.721626
eps_c limit formula, rs -> 0: -0.018359 hartree
eps_c at rs = 1e-8 bohr: -0.018360 hartree
tau_c/|eps_c| at rs = 1e-8 bohr: 1.00000
tau_c/|eps_c| at rs = 1e6 bohr: 2.0981e-03
tau_c/|eps_c| at rs = 1e8 bohr: 2.1003e-04
zeta = 0.5: PW92 log coefficient/(gamma phi^3) = 1.0162
SCAN rs 0.01-100 bohr, s 0-3, zeta 0-1
tau_c/|eps_c|: min 0.1419, max 1.1286
CARBON ATOM, triplet, UKS PBE/def2-TZVP
total energy = -37.79597 hartree; electrons = 6.00000
E_c = -0.144030 hartree = -3.9193 eV
E_c parts: uniform -0.356088, gradient 0.212058 hartree
W(0.25): closed -0.079629, scaled libxc -0.079629 hartree
W(0.50): closed -0.149130, scaled libxc -0.149130 hartree
W(0.75): closed -0.211087, scaled libxc -0.211087 hartree
W(1.00): closed -0.267250, scaled libxc -0.267250 hartree
integral of W over 0..1 = -0.144030 hartree
T_c = 0.123220 hartree = 3.3530 eV
T_c from scaled libxc energies = 0.123220 hartree
T_c parts: uniform 0.226463, gradient -0.103243 hartree
T_c/|E_c| = 0.8555
wrong T_c with t held fixed = 0.042311 hartree
```
